# Trap depth in a gate oxide from random telegraph noise

## Problem

The drain current of a small n-channel silicon transistor switches at random between two levels, because one trap in the gate oxide captures an electron from the channel and later emits it. Let $\tau_c$ be the mean time the trap stays empty before a capture, and $\tau_e$ the mean time it stays filled before an emission. At 300 K, raising the gate voltage $V_G$ multiplies $\tau_c/\tau_e$ by $e^{-10}$ per volt. The oxide is 5 nm thick. Neglect the change of the silicon surface potential with gate voltage. How deep in the oxide is the trap, and from which interface is that depth counted?

**Conventions.** The elementary charge is $q>0$, so an electron has charge $-q$. Depth $x$ runs from the silicon/oxide interface ($x=0$) to the gate ($x=t$), and the trap is at $x_T$. The source is grounded and the drain bias is small, so the channel has one Fermi level $E_F$, which does not move with $V_G$. The gate is a metal, and no oxide charge other than the trap's changes.

## Hints

1. What fraction of the time is the trap empty? Express it first through the two mean times, then through equilibrium statistics.
2. Which energy in your expression depends on gate voltage? Find how much charge a trapped electron induces on the gate.
3. Repeat the argument for a trap that exchanges electrons with the gate, and compare the sign of the slope.
4. The gate voltage divides between oxide and silicon. What does the stated neglect say about that division?

## Solution

### The time ratio is an occupation ratio

The trap leaves the empty state at rate $1/\tau_c$ and the filled state at rate $1/\tau_e$. In a steady state the two flows balance:

$$\frac{P_{\rm empty}}{\tau_c}=\frac{P_{\rm filled}}{\tau_e}\quad\Rightarrow\quad \frac{\tau_c}{\tau_e}=\frac{P_{\rm empty}}{P_{\rm filled}} .$$

Let the empty and filled trap have free energies $G_0,G_1$ and degeneracies $g_0,g_1$. The free energies include the relaxation of the surrounding lattice. In equilibrium with a reservoir that supplies an electron at energy $E_F$, the weights are $g_0e^{-G_0/kT}$ and $g_1e^{-(G_1-E_F)/kT}$. With $E_T=G_1-G_0$ and $\gamma=g_0/g_1$,

$$\frac{\tau_c}{\tau_e}=\gamma\,e^{(E_T-E_F)/kT}.$$

The shape of the band and the tunnelling probability have dropped out. To see why, take channel states at energy $E$, occupied with probability $f$. Detailed balance fixes the ratio of the microscopic capture and emission rates at $\gamma^{-1}e^{(E-E_T)/kT}$, and Fermi statistics gives $f/(1-f)=e^{-(E-E_F)/kT}$. The contributions of these states to capture and to emission therefore have the ratio

$$\gamma^{-1}e^{(E-E_T)/kT}\,e^{-(E-E_F)/kT}=\gamma^{-1}e^{-(E_T-E_F)/kT}.$$

This does not contain $E$, so the sums over all states have the same ratio.

The separate times lack this property. Suppose capture must cross a lattice barrier with relaxation energy $\lambda$. With $\Delta=E_T-E$, the standard high-temperature multiphonon rates are

$$k_c\propto e^{-(\lambda+\Delta)^2/4\lambda kT},\qquad k_e\propto e^{-(\lambda-\Delta)^2/4\lambda kT}.$$

Their ratio is $e^{-\Delta/kT}$, as detailed balance requires. For $|\Delta|\ll\lambda$, however, the derivative of $\ln k_c$ with respect to $\Delta$ is $-(\lambda+\Delta)/(2\lambda kT)\approx-1/(2kT)$, so each time takes about half of the voltage dependence. Integrating these rates over a band whose edge lies slightly below $E_F$, with $\lambda=1.0$ eV and fixed channel occupation, gives mean slopes of $-4.82$ per volt for $\ln\tau_c$ and $+5.18$ per volt for $\ln\tau_e$. Their difference is $-10.00$ per volt. Using $\tau_c$ alone would have given about half the depth.

### How the gate moves the trap level

With the surface potential fixed, treat the channel as an electrode at constant potential, taken as zero here. Let $U$ be the field energy and $Q_G$ the gate charge. The battery does work when charge flows to the gate, so the energy to use at fixed gate voltage is $G=U-V_GQ_G$. At fixed trap charge $dU=V_G\,dQ_G$, hence

$$dG=V_G\,dQ_G-V_G\,dQ_G-Q_G\,dV_G=-Q_G\,dV_G .$$

Subtracting the empty-trap result from the filled-trap result gives

$$\frac{dE_T}{dV_G}=-\Delta Q_G ,$$

where $\Delta Q_G$ is the gate charge induced by the trapped electron.

To find it, first spread the electron into a sheet of charge density $-\sigma$ at $x_T$, with both electrodes at zero potential. If the sheet is at potential $-\phi_0$, the fields on its two sides have magnitudes $\phi_0/x_T$ and $\phi_0/(t-x_T)$. The positive charges induced on channel and gate are $\epsilon_{ox}\phi_0/x_T$ and $\epsilon_{ox}\phi_0/(t-x_T)$, and they add up to $\sigma$. The gate's part is

$$\frac{1/(t-x_T)}{1/x_T+1/(t-x_T)}=\frac{x_T}{t}.$$

Between electrodes much wider than the oxide is thick, a sheet is a superposition of point charges at equal depth, each inducing the same total gate charge, so the fraction also holds for one electron away from the gate's edges. Thus $\Delta Q_G=+q\,x_T/t$ and

$$\frac{dE_T}{dV_G}=-q\,\frac{x_T}{t}.$$

A positive gate lowers the level of an electron trap, and more so the closer the trap is to the gate. As a check, the field energy minus battery work was computed from a discretized Poisson equation for a trap at 1.3 nm in the 5 nm oxide. The energy of filling changes by $-0.2600$ eV per volt, which agrees with $1.3/5=0.26$.

### The depth

Take the logarithm of the time ratio and differentiate. Both $\gamma$ and $E_F$ are constant, so

$$\frac{d\ln(\tau_c/\tau_e)}{dV_G}=\frac{1}{kT}\frac{dE_T}{dV_G}=-\frac{q}{kT}\frac{x_T}{t},$$

$$x_T=-t\,\frac{kT}{q}\,\frac{d\ln(\tau_c/\tau_e)}{dV_G}.$$

At 300 K, $kT/q=0.025852$ V. The measured slope is $-10$ per volt, so

$$\frac{x_T}{t}=0.025852\times10=0.2585,\qquad x_T=0.2585\times5\ \text{nm}=1.29\ \text{nm}.$$

**The trap lies 1.3 nm (about 24 bohr) from the silicon/oxide interface**, and 3.7 nm from the gate.

The limits of the formula make sense. A trap at the interface has the fixed potential of the channel, so its ratio would not respond to the gate. A trap next to the gate would follow the full gate voltage, with a slope of $-q/kT$, provided it still exchanged electrons with the channel.

### Why the depth is counted from the channel

If the trap exchanged electrons with the gate, the relevant Fermi level would be the gate's, which moves as $-qV_G$. Then

$$\frac{d(E_T-E_{F,\rm gate})}{dV_G}=-q\frac{x_T}{t}+q=q\left(1-\frac{x_T}{t}\right),$$

which is positive for any trap inside the oxide. The time ratio would rise with gate voltage, by $+28.68$ per volt in its logarithm at the depth just found. The observed fall excludes the gate as the sole reservoir.

Tunnelling is consistent with this choice at the depth found, though it is not separate evidence: a trap equally close to the gate would favour the gate in the same way. For an electron at the energy of the channel band edge, the exponent over a path from $a$ to $b$ is

$$2\int_a^b\frac{\sqrt{2m(\Phi-qFx)}}{\hbar}\,dx ,$$

where $F$ is the magnitude of the oxide field and $\Phi$ the barrier at the channel. With rough values $\Phi=3.1$ eV and $m=0.4$ electron masses, and the field of 2.35 MV/cm found below, the exponent is 14.4 towards the channel and 36.9 towards the gate. The tunnelling factor towards the gate is smaller by $e^{-22.5}$, about $10^{-10}$.

## Variation 1: the surface potential moves

**Question.** The transistor is in strong inversion, but its surface potential $\psi_s$ still rises by $s=d\psi_s/dV_G$ per gate volt. What depth does the same slope give?

**Solution.** Above the flat-band voltage $V_{FB}$, the gate voltage divides as $V_G-V_{FB}=\psi_s+V_{ox}$, so the oxide voltage $V_{ox}$ takes the share $1-s$. The potential at the trap is $\psi_s+(x_T/t)V_{ox}$. Write $r=(kT/q)\,|d\ln(\tau_c/\tau_e)/dV_G|=0.2585$. Then

$$r=s+\frac{x_T}{t}(1-s)\quad\Rightarrow\quad\frac{x_T}{t}=\frac{r-s}{1-s}.$$

The simple answer exceeds this by

$$r-\frac{r-s}{1-s}=\frac{r-rs-r+s}{1-s}=\frac{s(1-r)}{1-s},$$

which is positive for $0<s<1$ and $r<1$. Within this electrostatic model the simple depth is therefore an upper estimate.

To find $s$, take rough silicon values: acceptor density $3\times10^{17}$ cm$^{-3}$, band gap 1.12 eV, effective band densities $2.8\times10^{19}$ and $1.8\times10^{19}$ cm$^{-3}$, and relative permittivities 3.9 (oxide) and 11.7 (silicon). The gate is held near 2.3 V above flat band, and the given slope is read as the local slope there.

In silicon, Poisson's equation is $\psi''=-\rho/\epsilon_s$. Multiplying by $\psi'$ and integrating from the neutral bulk to the surface gives the surface field $F_s$:

$$\tfrac12\epsilon_sF_s^2=-\int_0^{\psi_s}\rho\,d\psi,\qquad V_{ox}=\frac{\epsilon_sF_s}{C_{ox}},\quad C_{ox}=\frac{\epsilon_{ox}}{t}.$$

With Fermi statistics for the electrons, this gives $s=0.0601$ and

$$x_T=5\ \text{nm}\times\frac{0.2585-0.0601}{1-0.0601}=1.06\ \text{nm}.$$

A separate numerical solution of the nonlinear Poisson equation through oxide and silicon finds that the potential at 1.3 nm rises by 0.3045 V per gate volt. The formula gives $0.0601+0.26\times0.9399=0.3045$.

The narrow channel also quantizes the electron motion. In a triangular well the levels above the band edge are $a_i(\hbar^2q^2F_w^2/2m_z)^{1/3}$, where $-a_i$ are the zeros of the Airy function, $m_z$ is the mass normal to the interface, and $F_w=q(N_{dep}+N_{inv}/2)/\epsilon_s$ is a mean field set by the depletion and inversion densities. The levels rise as the channel fills, so the band edge must drop further to admit more electrons, and $s$ grows. On a (100) surface, two valleys have $m_z=0.916$ and in-plane density-of-states mass 0.19, and four have $m_z=0.19$ and 0.417, in electron masses. Filling both sets, with $N_{dep}$ held constant, gives $s=0.0915$ and

$$x_T=5\ \text{nm}\times\frac{0.2585-0.0915}{1-0.0915}=0.92\ \text{nm}.$$

The triangular well understates this effect. Solving the Schrödinger and Poisson equations self-consistently with the same parameters and a hard wall at the interface gives $s=0.109$, which lowers the depth by a further 0.08 nm, to 0.84 nm. Letting the wavefunctions penetrate the oxide (barrier 3.1 eV, mass 0.4) changes these to $s=0.103$ and 0.87 nm. The steps below keep the triangular-well value.

**A smaller correction.** Take the trap to be neutral when empty and negative when filled. The trapped electron then polarizes its surroundings, which adds an image energy $W$ to $E_T$, and $W$ changes as the channel screens better. (For a trap that is positive when empty and neutral when filled, the image energy belongs to the empty state, and the correction has the opposite sign.) Model the channel as a sheet at the interface that responds to a potential $\varphi$ with charge density $-C\varphi$, where $C=q^2\,\partial N_{inv}/\partial E_F$ at fixed levels. For lateral wavenumber $k$, the potential at height $z$ in the oxide is proportional to $e^{-k|z-x_T|}+Re^{-k(z+x_T)}$; in silicon ($z<0$) continuity makes it $(1+R)e^{k(z-x_T)}$. The jump in displacement at the sheet requires

$$\epsilon_{ox}k(1-R)-\epsilon_sk(1+R)=C(1+R),$$

$$R=\frac{(\epsilon_{ox}-\epsilon_s)k-C}{(\epsilon_{ox}+\epsilon_s)k+C},\qquad W=\frac{q^2}{8\pi\epsilon_{ox}}\int_0^\infty R\,e^{-2kx_T}\,dk .$$

The integral adds up the reflected potential at the electron; a factor $\tfrac12$ is included because the electron itself induces that potential. The gate's image is left out. With $x_T$ held at 1.29 nm, $W=-63.8$ meV, and its fall with gate voltage contributes 0.0047 to $r$. With the sheet at the interface, the contribution grows for a shallower trap: it is about 1.7 times as large at 0.89 nm and twice as large at 0.78 nm. Subtracting 0.0047 from the numerator gives

$$x_T=5\ \text{nm}\times\frac{0.2585-0.0915-0.0047}{0.9085}=0.89\ \text{nm}.$$

**Beside a real device.** These parameters describe the regime of a silicon transistor with a silicon dioxide gate insulator. The oxide voltage is 1.18 V and the field 2.35 MV/cm, well below a breakdown field of roughly 10 MV/cm. The assumption that matters most among those sized here is the fixed surface potential: with the triangular well and the image term, the simple depth exceeds the corrected 0.89 nm by 0.40 nm, or 45%. The corrected value is itself an estimate. A self-consistent channel, with the image term taken at the corrected depth, lowers it to about 0.78 nm, so the excess is then about 0.5 nm. The screening sheet remains an approximation: placed at the mean electron depth, about 1.9 nm inside the silicon, and moving with that depth as the bias changes, it gives about 0.81 nm (0.82 nm if held fixed). A temperature error of 10 K moves the simple depth by 0.043 nm, about 3%. If the gate were doped polysilicon instead of metal, its depletion would take a further share of the gate voltage; that share, and local potential variations from individual dopants, are not included.

## Variation 2: the same transistor in weak inversion

**Question.** Could the slope of $-10$ per volt be measured at 1.1 V above flat band, where the channel is only weakly inverted?

**Solution.** Let $C_s$ be the increase of silicon charge magnitude per unit area and per volt of surface potential. Since $V_{ox}$ equals that charge divided by $C_{ox}$, $dV_{ox}/d\psi_s=C_s/C_{ox}$, and

$$s=\frac{1}{1+dV_{ox}/d\psi_s}=\frac{C_{ox}}{C_{ox}+C_s}.$$

In weak inversion few electrons are available to respond, $C_s$ is small, and much of each gate volt goes into the silicon. The semiclassical calculation gives $s=0.784$. The fall of $\ln(\tau_c/\tau_e)$ per volt is

$$\frac{q}{kT}\left[s+\frac{x_T}{t}(1-s)\right],$$

which is smallest for a trap at the interface:

$$\frac{0.784}{0.025852\ \text{V}}=30.3\ \text{per volt}.$$

A fall of 10 per volt is therefore impossible at this bias within the model. Applying the Variation 1 formula anyway would give a negative depth, because $r<s$.

The largest possible fall, for $x_T\to t$, is $q/kT=38.7$ per volt. All depths in the oxide are thus squeezed into slopes between 30.3 and 38.7 per volt, and an error of 1 per volt in the measured slope shifts the depth by 0.60 nm, against 0.14 nm at 2.3 V. In strong inversion, with $s=0.0915$, the range starts at $0.0915/0.025852=3.5$ per volt, so the slope distinguishes depths far better. The neglect stated in the problem thus requires a bias well above the onset of strong inversion, which lies near 1.33 V here. With a self-consistent channel, $s$ is still 0.39 at 1.5 V, larger than $r$, and 0.16 at 1.8 V, where the same slope gives 0.57 nm. Even at 2.3 V the neglect is an approximation, whose cost Variation 1 measures.

## Numbers as computed

```
temperature: 300 K
thermal voltage kT/q: 25.852 mV
oxide thickness: 5.0 nm
slope of ln(tau_c/tau_e): -10.0 per V
depth fraction x_T/t, fixed surface potential: 0.2585
trap depth from channel interface: 1.293 nm
same depth: 24.4 bohr
distance from gate interface: 3.707 nm
ratio tau_c/tau_e after +0.1 V, relative: 0.3679
rate model, relaxation energy: 1.0 eV
rate model, mean slope of ln tau_c over 1 V: -4.82 per V
rate model, mean slope of ln tau_e over 1 V: 5.18 per V
slope if exchange were with gate: +28.68 per V
Poisson test, fill energy slope at 1.3 nm: -0.2600 eV per V
acceptor density (rough): 3.0e+17 cm^-3
silicon band gap (rough): 1.12 eV
band densities Nc, Nv (rough): 2.8e+19, 1.8e+19 cm^-3
relative permittivities oxide, silicon (rough): 3.9, 11.7
gate bias above flat band: 2.3 V
inversion density, quantized: 3.21e+12 cm^-2
depletion density: 1.87e+12 cm^-2
surface potential, semiclassical: 1.050 V
surface potential, quantized: 1.124 V
s, semiclassical: 0.0601 V per V
s, quantized: 0.0915 V per V
full Poisson, potential share at 1.3 nm: 0.3045 V per V
formula, potential share at 1.3 nm: 0.3045 V per V
depth corrected with semiclassical s: 1.056 nm
depth corrected with quantized s: 0.919 nm
image energy at bias: -63.8 meV
image-energy contribution to r: 0.0047 eV per V
depth with quantized s and image term: 0.893 nm
simple depth minus fully corrected depth: 0.399 nm
weak-inversion bias above flat band: 1.1 V
s in weak inversion: 0.784 V per V
least fall of ln ratio in weak inversion: 30.3 per V
oxide voltage: 1.176 V
oxide field: 2.35 MV/cm
tunnel barrier (rough): 3.1 eV
tunnel mass (rough): 0.4 electron masses
tunnelling exponent, trap to channel: 14.4
tunnelling exponent, trap to gate: 36.9
depth change for 10 K error: 0.043 nm
```
